Quadratic and Padé resummation of a divergent two-state intruder series

**1. Definitions and conventions**

The model is a real symmetric matrix of dimension two that depends on a coupling parameter z:

H(z) = H0 + zV, with H0 = diag(a, b)

V00 = a', V11 = b', V01 = V10 = v

State 0 is the reference and state 1 the intruder. Energies are in hartree, z is dimensionless, and z = 1 is the physical problem. The assumptions are

d = b − a > 0, v ≠ 0.

Three further quantities are used throughout:

g = b' − a'
s(z) = d + gz
ℓ(z) = a + a'z

Here ℓ is the diagonal energy of the reference and s is the diagonal gap. The gap closes at z = −d/g. A model in which this happens at negative z is called back-door; one in which it happens between 0 and 1 is called front-door.

The input is the perturbation series E(z) = E0 + E1 z + E2 z² + … of the eigenvalue that starts at E0 = a. Write ψ_k for the wave function of order k, with ψ_0 the reference and no reference component in ψ_k for k ≥ 1. Order k of the eigenvalue equation is

(H0 − E0)ψ_k + Vψ_(k−1) − Σ_(j=1..k) E_j ψ_(k−j) = 0.

Its component on the reference gives E_k, because there the first term vanishes and only j = k survives in the sum. Its component on any other basis state i, with zeroth-order energy ε_i, gives the next wave function:

E_k = (Vψ_(k−1))_0
(ψ_k)_i = [(Vψ_(k−1))_i − Σ_(j=1..k−1) E_j (ψ_(k−j))_i] / (E0 − ε_i)

The task is to recover the energies at z = 1 when the sum of the E_k diverges.

**2. Why the series diverges**

The secular equation is (E − ℓ)(E − ℓ − s) = v²z², since the intruder's diagonal element is ℓ + s. Put E = ℓ + W, so that W is the energy relative to the reference diagonal element:

W² − sW − v²z² = 0
W = [s ∓ √(s² + 4v²z²)]/2

At z = 0 the upper sign gives W = 0, the reference. For real z the radicand is positive, because s and z cannot vanish together. The upper sign therefore remains the lower eigenvalue along the whole real axis.

The radicand vanishes when d + gz = ±2ivz, that is, at

z± = d/(−g ± 2iv).

These are two distinct complex conjugate points, and

s² + 4v²z² = d²(1 − z/z+)(1 − z/z−).

Each zero is simple, so each is a square-root branch point. One circuit around it changes the sign of the root and exchanges the two eigenvalues. At the point itself, H minus half its trace has zero trace and zero determinant, so its square is zero. It is not itself zero, since its off-diagonal element is vz±. The matrix is therefore defective: it has one eigenvector instead of two.

The series converges up to the nearest singularity, and both lie at the same distance:

ρ = |z±| = d/√(g² + 4v²)

If ρ < 1, the terms at z = 1 are unbounded and the series diverges. The real spectrum need not show a close approach of levels between 0 and 1 for this to happen. A back-door intruder with ρ < 1 spoils the series from the other side of the origin. The sign of g does not decide the matter: g > 0 with g² + 4v² < d² converges, and g = 0 with 2|v| > d diverges although the diagonal gap never closes.

**3. The quadratic approximant**

Seek polynomials P = P0 + P1 z + P2 z² and Q = Q0 + Q1 z, and a constant R, such that

P + QE + RE² = O(z⁵).

Let S_k = Σ_(i=0..k) E_i E_(k−i) be the coefficients of E². The five conditions, for k = 0 to 4, are

P_k + Q0 E_k + Q1 E_(k−1) + R S_k = 0,

with P_3 = P_4 = 0 and E_(−1) = 0. Orders 3 and 4 do not contain P:

Q0 E3 + Q1 E2 = −R S3
Q0 E4 + Q1 E3 = −R S4

Their determinant is Δ = E3² − E2 E4. To evaluate it, insert W = E2 z² + E3 z³ + E4 z⁴ + … into the secular equation. This form is correct because ℓ contains E0 and E1: order 1 of the secular equation reads −dW1 = 0. The next orders give

order 2: −dE2 − v² = 0, so E2 = −v²/d
order 3: −dE3 − gE2 = 0, so E3 = v²g/d²
order 4: E2² − dE4 − gE3 = 0, so E4 = v⁴/d³ − v²g²/d³

and hence

Δ = v⁴g²/d⁴ + v⁶/d⁴ − v⁴g²/d⁴ = v⁶/d⁴ > 0.

If R = 0, the two equations force Q = 0, and orders 0 to 2 then force P = 0. A nontrivial solution therefore has R ≠ 0 and may be scaled to R = 1. Then Q is fixed by orders 3 and 4, and P by orders 0 to 2. The approximant exists and is unique up to scale.

One solution is already known. With T(z) the trace and D(z) the determinant of H(z), the characteristic equation E² − TE + D = 0 holds identically in z. T has degree 1 and D has degree at most 2, so this equation meets all five conditions. By uniqueness,

Q = −T, P = D, R = 1.

The discriminant of the approximant is

Q² − 4P = T² − 4D = s² + 4v²z²,

since the squared sum of the diagonal elements minus four times their product is their squared difference. Its zeros are z+ and z−. This proves that the approximant built from five coefficients reproduces both branch points, and both eigenvalues at every z, without error. The model has five parameters, a, b, a', b' and v², which matches the count of coefficients.

**4. A form suited to computation**

The order equations can be inverted by hand. Order 3 gives g = −dE3/E2. Inserted in order 4, this yields

E2² − dE4 + dE3²/E2 = 0.

Multiplying by E2 and using Δ gives E2³ + dΔ = 0. Therefore

d = −E2³/Δ
g = −dE3/E2
v² = −dE2

These formulas do not contain E0 or E1. That matters numerically: S3 and S4 contain 2E0E3 and 2E0E4, which are large when |E0| is large and whose effect largely cancels in P + QE + E². Removing ℓ first avoids the loss. Nothing else changes, because

P + QE + E² = (P + Qℓ + ℓ²) + (Q + 2ℓ)W + W²

has the same degrees in z. In terms of the recovered quantities, Q = −(2ℓ + s) and P = ℓ(ℓ + s) − v²z².

Pseudocode:

    input E0, E1, E2, E3, E4, z
    if E2 = 0: stop, no coupling detected
    Δ = E3*E3 − E2*E4
    if |Δ| is within its error estimate: stop
    d = −E2³/Δ
    g = −d*E3/E2
    v2 = −d*E2
    if d ≤ 0 or v2 ≤ 0: stop, data do not fit
    s = d + g*z
    root = sqrt(s*s + 4*v2*z*z)
    if s ≥ 0: Wbig = (s + root)/2
    else:     Wbig = (s − root)/2
    Wsmall = −v2*z*z/Wbig
    energies: E0 + E1*z + Wsmall, E0 + E1*z + Wbig
    branch points: d/(−g ± 2i*sqrt(v2))

The energy lines are for real z. The root of larger modulus is formed by an addition of like signs, and the smaller one from the product of roots, −v²z², so neither step subtracts nearly equal numbers. The sum s = d + gz itself loses relative accuracy near z = −d/g, and this reaches the roots when |vz| is also small. The lower of the two energies is the ground state.

**5. Padé approximants of the same series**

A Padé approximant is a ratio of polynomials and has no branch points. In this model the approximants with numerator degree n + 1 and denominator degree n can be worked out in closed form, and only these are treated below. Write the secular equation as W(s − W) = −v²z² and iterate from W_0 = 0:

W_n = −v²z²/(s − W_(n−1))

Define D_(−1) = 0, D_0 = 1 and D_n = sD_(n−1) + v²z²D_(n−2). Then

W_n = −v²z² D_(n−1)/D_n.

This holds for n = 0. If it holds for n − 1, then s − W_(n−1) = (sD_(n−1) + v²z²D_(n−2))/D_(n−1) = D_n/D_(n−1), which gives it for n.

Let λ< and λ> be the two roots W of the secular equation, ordered by modulus. They satisfy λ< + λ> = s and λ<λ> = −v²z². The recurrence for D_n has the characteristic equation t² = st + v²z², with the same roots, so

D_n = (λ>^(n+1) − λ<^(n+1))/(λ> − λ<),

which has the correct values at n = −1 and n = 0. Replacing −v²z² by λ<λ> in W_n and subtracting λ< gives

W_n − λ< = [λ<λ>(λ>^n − λ<^n) − λ<(λ>^(n+1) − λ<^(n+1))] / (λ>^(n+1) − λ<^(n+1)).

The terms λ<λ>^(n+1) cancel, leaving

W_n − λ< = −λ<^(n+1)(λ> − λ<)/(λ>^(n+1) − λ<^(n+1)).

Near z = 0, λ< ≈ −v²z²/d and λ> ≈ d, so the error is O(z^(2n+2)). D_n has degree at most n and equals dⁿ at z = 0, while the numerator of W_n has degree at most n + 1. Thus ℓ + W_n is the [n+1/n] Padé approximant of E. It is unique: for two candidates p/q and p̃/q̃, the polynomial pq̃ − p̃q has degree at most 2n + 1 but is O(z^(2n+2)), so it is zero.

**6. Where the Padé sequence converges, and to which state**

Wherever |λ<| < |λ>|, the error tends to zero, and each further n multiplies it asymptotically by λ</λ>. The moduli are equal when the roots can be written ivz e^(iθ) and ivz e^(−iθ) with real θ. Their product is −v²z² as required, and their sum gives s = 2ivz cos θ. The exceptional points are therefore

z = d/(−g + 2ivt), −1 ≤ t ≤ 1.

For g ≠ 0 this is an arc that joins z+ to z− and crosses the real axis at −d/g. For g = 0 it runs along the imaginary axis through infinity. With the same parametrization,

D_n = (ivz)ⁿ sin((n+1)θ)/sin θ,

so the poles are

z_k = d/(−g + 2iv cos(kπ/(n+1))), k = 1, …, n.

If g = 0 and the cosine vanishes, that pole is at infinity. No pole is cancelled by the numerator: if D_n and D_(n−1) vanished together, the recurrence would carry the zero down to D_0 = 1. The [n+1/n] approximant thus imitates a branch cut by a row of poles on the arc. Other degrees, such as [n/n], can have poles off it.

For real z ≠ 0 off the arc, λ<λ> = −v²z² implies |λ<| < |vz| < |λ>|. The first row of the eigenvalue equation gives the ratio of intruder to reference amplitude as W/(vz), so the reference weight is

w = v²z²/(v²z² + W²).

This exceeds one half for λ<. The Padé limit is the state with the larger reference weight, whether or not it is the ground state. Since the two roots have opposite signs and sum to s, there are three cases at z = 1:

- s(1) > 0: λ< is negative, and the limit is the ground state.
- s(1) < 0: λ< is positive, and the limit is the excited state.
- s(1) = 0: there is no convergence. D_n vanishes for odd n, and W_n = 0 for even n.

The second case is the front-door intruder, with −d/g between 0 and 1. The Padé limit there is the continuation of E around the outside of the two branch points. The ground state is the continuation along the real axis, between them.

**7. Back-door example**

Take a = −1, b = 0, a' = −0.2, b' = 1 and v = 0.4. Then d = 1 and g = 1.2, and the diagonal gap closes at z = −0.833. The coefficients E0 to E4 are −1, −0.2, −0.16, 0.192 and −0.2048. From these alone,

Δ = 0.192² − (−0.16)(−0.2048) = 0.036864 − 0.032768 = 0.004096
d = 0.16³/0.004096 = 1
g = 0.192/0.16 = 1.2
v² = 0.16

The branch points are 1/(−1.2 ± 0.8i), that is −0.577 ∓ 0.385i, with ρ = 0.693. The Taylor sums through orders 4, 10, 20 and 40 are −1.37, −1.06, 1.85 and 1080 hartree.

The approximant has Q = 1 − 0.8z and P = −z − 0.36z². At z = 1 it reads

E² + 0.2E − 1.36 = 0
E = −0.1 ± √1.37

or −1.27047 and 1.07047 hartree, in agreement with diagonalization. The coefficients that generate a useless sum at order 40 thus already determine the answer at order 4.

For the Padé sequence, ℓ(1) = −1.2 and s(1) = 2.2. The first two members are

[2/1]: −1.2 − 0.16/2.2 = −1.27273
[3/2]: −1.2 − 0.16/(2.2 + 0.07273) = −1.27040

The errors relative to the limit are −2.3 × 10⁻³ and 7.0 × 10⁻⁵ hartree. Their ratio is close to λ</λ> = −0.031, which also explains the alternating sign. The limit is the ground state, whose reference weight is 0.97. The poles of [6/5] run from −0.625 + 0.361i through −0.833 to −0.625 − 0.361i, all far from z = 1.

**8. Front-door example**

Change b' to −1.7 and v to 0.2. Now g = −1.5, the gap closes at z = 0.667, and the branch points are 0.622 ± 0.166i with ρ = 0.644. At z = 1 the approximant gives

E² + 2.9E + 2 = 0
E = −1.45 ± √0.1025

or −1.77016 and −1.12984 hartree. Both again agree with diagonalization.

Here ℓ(1) = −1.2 and s(1) = −0.5. The [2/1] value is −1.2 + 0.04/0.5 = −1.12, and [3/2] gives −1.13103. The sequence settles at −1.12984, the excited state, with errors that shrink by a factor of about 0.12 per step. Smooth convergence is therefore no evidence that the ground state has been found; the Padé limit lies 0.64 hartree above it. The ground state has reference weight 0.11, the excited state 0.89. Which energy is wanted depends on the purpose: the lowest level, or the state that keeps the character of the reference. The quadratic approximant supplies both, and the choice has to be made explicitly.

**9. Larger approximants can be singular**

It is tempting to use more coefficients. Let P, Q and R have degrees r + 2, r + 1 and r, with P + QE + RE² = O(z^(3r+5)). Subtract R(E² − TE + D) = 0:

A + BE = O(z^(3r+5)), A = P − RD, B = Q + RT

Let F = T − E be the other eigenvalue, which is also analytic at z = 0. Then

(A + BE)(A + BF) = A² + ABT + B²D

is a polynomial of degree at most 2r + 4. It is also O(z^(3r+5)), so it vanishes identically, and one of its factors must vanish. If B were nonzero, E or F would equal the rational function −A/B, which has no branch point. Hence B = 0 and A = 0, and every solution is

(P, Q, R) = R(z)·(D, −T, 1), R arbitrary of degree at most r.

The solution space has dimension r + 1; exact arithmetic gives 1, 2 and 3 for r = 0, 1 and 2. A solver that expects one solution meets a singular matrix when r ≥ 1. The same holds whenever the degrees of P, Q and R are at least 3, 2 and 1, since (D, −T, 1) and z·(D, −T, 1) are then both solutions. If not all three degrees are raised, the solution can remain unique; for degrees (2, 1, 1), (2, 2, 2) and (3, 2, 0) it does so in both examples. The discriminant becomes R²(T² − 4D), whose extra double zeros are not branch points. The remedy is to lower r, or to cancel the common factor R.

Extra coefficients are better spent on checking the model. Order 5 of the secular equation requires

dE5 = 2E2E3 − gE4.

A mismatch beyond the error of the data shows that they do not come from two states. Agreement at one order is necessary, not sufficient, and even agreement at every order does not prove that only two states are present. For two non-interacting copies of the model, W' = 2W obeys W'² − 2sW' − 4v²z² = 0, the two-state equation with d, g and v doubled. The branch points and the lower energy come out exactly, but the recovered d is twice the true gap, and the upper root is the level with both copies excited.

**10. Cost, stability and failure modes**

Once E0 to E4 are known, the quadratic approximant costs a fixed, small number of operations. The coefficients dominate: for a dense matrix of dimension N, each order of the recursion in section 1 takes at most one product Vψ, of order N² operations (Wigner's 2n + 1 rule gives E0 to E4 from ψ_1 and ψ_2, with one full product). A Padé approximant found from its linear equations costs of order n³ operations by elimination and uses coefficients through order 2n + 1. These equations become ill-conditioned quickly: in double precision the condition number reaches about 10¹² at n = 9 in the back-door example and at n = 6 in the front-door one, and computed poles leave the arc by n = 12 and n = 9, although the values at z = 1 keep seven decimals through n = 15.

The sensitive step is the subtraction in Δ. From the closed forms, Δ/E3² = v²/g², so weak coupling means strong cancellation. If E2, E3 and E4 have relative errors of at most η, then to first order

|δΔ| ≤ 2η(E3² + |E2E4|).

For v² < g² the product E2E4 = E3² − Δ is positive, and the relative error of Δ is at most (4g²/v² − 2)η. This factor is 34 in the back-door example and 223 in the front-door one. It is a bound on amplification, not the error to be expected. It also does not reach both energies alike. An error in Δ rescales d, g and v² by a common factor, which for |vz| much smaller than |s| leaves the smaller root, about −v²z²/s, nearly unchanged and passes fully into the larger root, about s. At z = 1 the first-order bounds on the ground and excited energies are 0.22η and 79η hartree in the back-door example, and 112η and 2.1η hartree in the front-door one.

The other failures are these:

- For v = 0 the series is linear in z and contains no information about the intruder.
- At d = 0 the denominators vanish, the reference is degenerate and the series does not exist. A small d > 0 makes ρ small and the coefficients large, but Δ/E3² = v²/g² does not depend on d, so the cancellation in Δ is no worse.
- Near s(1) = 0 the Padé sequence converges slowly, since |λ</λ>| approaches 1. The quadratic approximant has no such difficulty with exact coefficients.
- With more than two coupled states, the approximant is in general no longer exact. An exception is a model that a z-independent change of basis reduces to two states, such as two intruders with the same diagonal element and no coupling to each other.

The last point can be measured. Add to the back-door model a third state with diagonal element 1 + 0.5z, coupled to both others by εz. For ε = 0.01 and 0.02 hartree, the absolute errors of the branch point in the z plane are 9.05 × 10⁻⁵ and 3.62 × 10⁻⁴. Doubling ε multiplies the error by 4.00. The reason is a symmetry: reversing the sign of the third basis state reverses ε but leaves every eigenvalue unchanged. Both the true and the approximate branch points are therefore even in ε. They coincide at ε = 0. They move smoothly from there, because Δ ≠ 0 and the third level 1 + 0.5z differs from the coalescing pair, whose energy at the branch point is −0.5 + 0.4z (the two are equal only at z = −15). Their difference therefore has no term linear in ε, and the measured ratio shows that the ε² term is the leading one. A weakly coupled third state of this kind thus shifts the two original branch points only at order ε². The argument says nothing about branch points that the third state brings with it. If its diagonal element crosses that of the reference between z = 0 and 1, it can be the ground state at z = 1 however small ε is, and the approximant, which tends to the two-state result as ε → 0, then misses it. Nor does the order ε² fix the size of the error. The third state changes E2, E3 and E4, and the subtraction in Δ amplifies that change as it does any other error in the data. In the back-door model the ground energy at z = 1 is off by only 3 × 10⁻⁶ hartree at ε = 0.02. Added to the front-door model, the same third state moves the true branch point by 2.2 × 10⁻⁵ and 8.9 × 10⁻⁵ for ε = 0.01 and 0.02, but the approximant misplaces it by 0.011 and 0.052, and its ground energy at z = 1 is wrong by 0.074 and 0.52 hartree, while the order-5 relation fails by only 0.3 % and 1.2 %. At ε = 0.05 the roots of the approximant at z = 1 are complex. A remainder is weak only if its relative effect on E2 to E4, multiplied by the amplification factor, is small; otherwise nothing shown here guarantees any accuracy. The numerical output below lists the values for all three models.

Numbers as computed

```
--- back-door intruder ---
a, b, a', b', v (Eh): -1.00 0.00 -0.20 1.00 0.40
d, g (Eh): 1.00 1.20
E0..E4 (Eh): -1.000000 -0.200000 -0.160000 0.192000 -0.204800
determinant E3^2-E2*E4 (Eh^2): 0.00409600
P0 P1 P2 (Eh^2): 0.0000 -1.0000 -0.3600
Q0 Q1 (Eh): 1.0000 -0.8000
branch points z: -0.576923 +- 0.384615 i
radius, estimate from orders 59-121: 0.693375 0.693449
real crossing of Pade arc, z: -0.833333
eigenvalues at z=1 (Eh): -1.27046999 1.07046999
their reference weights: 0.9699 0.0301
quadratic approximant roots at z=1 (Eh): -1.27046999 1.07046999
Taylor sums, orders 4 10 20 40 (Eh): -1.37e+00 -1.06e+00 1.85e+00 1.08e+03
Pade [2/1] [3/2] [4/3] at z=1 (Eh): -1.27272727 -1.27040000 -1.27047216
Pade minus its limit, n=1..5 (Eh): -2.26e-03 7.00e-05 -2.17e-06 6.74e-08 -2.09e-09
Pade limit at z=1 (Eh): -1.27046999 = ground state
ratio of secular roots near/far: -0.031038
poles of [6/5], real parts: -0.6250 -0.7500 -0.8333 -0.7500 -0.6250
poles of [6/5], imag parts: 0.3608 0.2500 0.0000 -0.2500 -0.3608
solution-space dimensions, r=0,1,2: 1 2 3
--- front-door intruder ---
a, b, a', b', v (Eh): -1.00 0.00 -0.20 -1.70 0.20
d, g (Eh): 1.00 -1.50
E0..E4 (Eh): -1.000000 -0.200000 -0.040000 -0.060000 -0.088400
determinant E3^2-E2*E4 (Eh^2): 0.00006400
P0 P1 P2 (Eh^2): 0.0000 1.7000 0.3000
Q0 Q1 (Eh): 1.0000 1.9000
branch points z: 0.622407 +- 0.165975 i
radius, estimate from orders 59-121: 0.644157 0.644204
real crossing of Pade arc, z: 0.666667
eigenvalues at z=1 (Eh): -1.77015621 -1.12984379
their reference weights: 0.1096 0.8904
quadratic approximant roots at z=1 (Eh): -1.77015621 -1.12984379
Taylor sums, orders 4 10 20 40 (Eh): -1.39e+00 -3.29e+00 2.57e+01 -3.01e+04
Pade [2/1] [3/2] [4/3] at z=1 (Eh): -1.12000000 -1.13103448 -1.12969697
Pade minus its limit, n=1..5 (Eh): 9.84e-03 -1.19e-03 1.47e-04 -1.81e-05 2.22e-06
Pade limit at z=1 (Eh): -1.12984379 = excited state
ratio of secular roots near/far: -0.123047
poles of [6/5], real parts: 0.6329 0.6550 0.6667 0.6550 0.6329
poles of [6/5], imag parts: 0.1462 0.0873 0.0000 -0.0873 -0.1462
solution-space dimensions, r=0,1,2: 1 2 3
--- third state added to back-door model ---
eps = 0.01 Eh: approximant z = -0.576968 + 0.384605 i
  true branch point z = -0.576878 + 0.384605 i, error 9.05e-05
eps = 0.02 Eh: approximant z = -0.577104 + 0.384572 i
  true branch point z = -0.576743 + 0.384575 i, error 3.62e-04
error ratio on doubling eps: 3.999
```
